\section*{Zero Average Field and Copper Ion Drift under Sinh Hopping}

\section{Where the belief comes from}

\textbf{Q.} I want to stress a low-$k$ film with an alternating voltage. The field is $+2E$ for one third of each period and $-E$ for the other two thirds. Its average is zero, so copper ions in the film should go back and forth without getting anywhere. I see no need to calculate anything.

\textbf{A.} Write down the step from the average field to the average velocity. What do you assume about the velocity $v$ in a field $F$?

\textbf{Q.} That it is the mobility times the field, $v=\mu F$. With angle brackets for the average over one period,
\begin{equation}
\langle v\rangle=\langle \mu F\rangle=\mu\langle F\rangle
=\mu\left[\tfrac13(2E)+\tfrac23(-E)\right]=0 .
\end{equation}

\textbf{A.} For a constant mobility that is correct. The mobility leaves the average because it does not depend on the field. An ion that moves by thermally activated hops has a constant mobility only in weak fields, so the argument has to be repeated with the hopping law.

\textbf{Q.} Then derive that law, please, with its assumptions.

\textbf{A.} Take an ion of charge $q=+e$ in a row of equally deep wells a distance $a$ apart, with a saddle of height $E_a$ midway between neighbours. The ions are dilute enough to ignore each other, the temperature $T$ is constant, and the field is uniform. Forward is the direction of positive $F$. Without a field, the hop rate to either side is
\begin{equation}
G_0=\nu\,e^{-E_a/kT},
\end{equation}
where $\nu$ is the attempt frequency. The field adds the energy $-qFz$ at position $z$. The forward saddle lies at $+a/2$ from the well, so it drops by $qaF/2$ relative to the well; the backward saddle lies at $-a/2$ and rises by the same amount. Hence
\begin{equation}
G_\pm=G_0\,e^{\pm X},\qquad X=\frac{qaF}{2kT}.
\label{rates}
\end{equation}
This neglects the small displacement of wells and saddles by the field, whose effect I will size later.

\textbf{Q.} Those are rates in a steady field. Mine changes all the time.

\textbf{A.} An ion settles in its well within some vibrations, that is, picoseconds. If the field changes much more slowly than that, the rates follow its instantaneous value. The probability $p_n$ of finding the ion in well $n$ then obeys
\begin{equation}
\frac{dp_n}{dt}=G_+p_{n-1}+G_-p_{n+1}-(G_++G_-)p_n .
\label{master}
\end{equation}
Multiply by $n$ and sum over all wells. In the first term rename $n-1$ as $n$, in the second $n+1$ as $n$:
\begin{align}
\frac{d\bar n}{dt}&=\sum_n\left[G_+(n+1)+G_-(n-1)-(G_++G_-)n\right]p_n\nonumber\\
&=G_+-G_- ,
\end{align}
since $\sum_n p_n=1$. The mean velocity is $a$ times this:
\begin{equation}
v(F)=a(G_+-G_-)=v_0\sinh X,\qquad v_0=2aG_0 .
\label{sinh}
\end{equation}
It depends on the present field and not on the earlier motion. Within this model the period may therefore be long or short compared with the time between hops.

\section{The average over one period}

\textbf{Q.} The hyperbolic sine is odd, so it treats both directions alike. Why would that not save my zero?

\textbf{A.} Being odd makes $+E$ and $-E$ cancel when they last equally long. Your waveform pairs $-E$ with $+2E$. Let $x=qaE/(2kT)>0$, so that $X=2x$ for one third of the period and $X=-x$ for two thirds. Then
\begin{align}
\langle v\rangle&=v_0\left[\tfrac13\sinh 2x-\tfrac23\sinh x\right]\nonumber\\
&=v_0\left[\tfrac23\sinh x\cosh x-\tfrac23\sinh x\right]\nonumber\\
&=\tfrac23 v_0\sinh x\,(\cosh x-1).
\label{net}
\end{align}
The second line uses $\sinh2x=2\sinh x\cosh x$. Both factors are positive for $x>0$, so the ion drifts forward, in the direction of the stronger phase.

\textbf{Q.} So doubling the field more than doubles the speed, and the longer return does not make up for it.

\textbf{A.} Yes, and the shortfall has a simple form. In a period $\tau$ the forward and backward distances are
\begin{equation}
d_+=\frac{\tau}{3}v_0\sinh2x,\qquad
d_-=\frac{2\tau}{3}v_0\sinh x .
\end{equation}
Their ratio is $d_-/d_+=2\sinh x/\sinh2x=1/\cosh x$. The fraction of the forward distance that remains is
\begin{equation}
\eta=\frac{d_+-d_-}{d_+}=1-\frac1{\cosh x}.
\label{eta}
\end{equation}

\textbf{Q.} My linear argument must come back somewhere.

\textbf{A.} It does for $x\ll1$. There $\sinh x\approx x$ and $\cosh x-1\approx x^2/2$, so
\begin{equation}
\langle v\rangle\approx\tfrac13v_0x^3,\qquad \eta\approx\tfrac12x^2 .
\label{small}
\end{equation}
The motion within each phase is of first order in the field, while the net drift is of third order. For $x\gg1$, in contrast, $\eta\approx1-2e^{-x}$ and almost nothing is undone, as long as the hopping law still holds at such fields.

\textbf{Q.} Is the factor of two special?

\textbf{A.} No. Apply $+rE$ for a share $1/(1+r)$ of the period and $-E$ for the share $r/(1+r)$. The mean field is again zero, and the series of the hyperbolic sine gives
\begin{align}
\langle v\rangle&=\frac{v_0}{1+r}\left[\sinh rx-r\sinh x\right]\nonumber\\
&=\frac{v_0}{1+r}\sum_{m=1}^{\infty}\frac{r^{2m+1}-r}{(2m+1)!}\,x^{2m+1}.
\end{align}
The linear term has cancelled. Every remaining term is positive for $r>1$, zero for $r=1$ and negative for $0<r<1$.

\textbf{Q.} And smooth waveforms?

\textbf{A.} For a weak field of zero mean, expand $\sinh X=X+X^3/6+\dots$ and average:
\begin{equation}
\langle v\rangle\approx\tfrac16v_0\langle X^3\rangle .
\end{equation}
Take $X=x_1\cos\theta+x_2\cos2\theta$, with $\theta$ running evenly through the period. In the cube, the averages of $\cos^3\theta$, $\cos\theta\cos^22\theta$ and $\cos^32\theta$ vanish. What is left is
\begin{equation}
\langle X^3\rangle=3x_1^2x_2\langle\cos^2\theta\cos2\theta\rangle=\tfrac34x_1^2x_2,
\end{equation}
because $\cos^2\theta=(1+\cos2\theta)/2$ and $\langle\cos^22\theta\rangle=1/2$. This wave has zero mean and still produces drift, $\langle v\rangle\approx v_0x_1^2x_2/8$. A pure sine does not, at any amplitude within the model: it spends as much time at $-X$ as at $+X$, and $\sinh$ is odd. That symmetry is sufficient for zero drift; a zero mean field is not.

\section{Numbers for a stressed film}

\textbf{Q.} Is the effect large enough to matter in a bias-temperature stress?

\textbf{A.} Take round values: $a=1$ nm, $E_a=1.2$ eV, $\nu=10^{12}$ s$^{-1}$, a temperature of 150~$^\circ$C or 423 K, $E=0.5$ MV/cm and $\tau=300$ s. The strong phase has 1 MV/cm for 100 s, the weak one $-0.5$ MV/cm for 200 s. Since 1 MV/cm is 0.1 V/nm, $qaE=0.05$ eV. With $kT=0.03646$ eV,
\begin{equation}
x=\frac{0.05}{2\times0.03646}=0.686,\qquad
\sinh x=0.741,\quad\cosh x=1.244 .
\end{equation}
The zero-field rate is $G_0=5.10\times10^{-3}$ s$^{-1}$, so $v_0=2aG_0=1.02\times10^{-2}$ nm/s. Equation (\ref{sinh}) gives $1.88\times10^{-2}$ nm/s forward and $0.756\times10^{-2}$ nm/s backward. Per period,
\begin{align}
d_+&=1.88\times10^{-2}\times100=1.88\ \text{nm},\nonumber\\
d_-&=0.756\times10^{-2}\times200=1.51\ \text{nm},\nonumber\\
d_+-d_-&=0.37\ \text{nm}.
\end{align}
About 20\% of the forward distance remains, in accord with $1-1/1.244$. The net velocity is $1.23\times10^{-3}$ nm/s. The cubic estimate in (\ref{small}) gives $1.10\times10^{-3}$ nm/s, 11\% below the full value.

\textbf{Q.} So a film of 100 nm is crossed in $100/(1.23\times10^{-3})$ seconds?

\textbf{A.} That is the time in which the mean position would shift by 100 nm if no electrode interfered: $8.1\times10^4$ s, or 23 hours. Individual ions scatter about the mean. Multiply (\ref{master}) by $n^2$ and sum as before:
\begin{equation}
\frac{d\overline{n^2}}{dt}=G_+(2\bar n+1)+G_-(-2\bar n+1).
\end{equation}
Subtract $d(\bar n^2)/dt=2\bar n(G_+-G_-)$, and the variance of $n$ grows at the rate $G_++G_-=2G_0\cosh X$. The average of $\cosh X$ over the period is
\begin{equation}
\langle\cosh X\rangle=\tfrac13(\cosh2x+2\cosh x)=1.53,
\end{equation}
so the variance of position grows by $2a^2G_0\times1.53=1.56\times10^{-2}$ nm$^2$/s. After 23 hours the root-mean-square spread is 36 nm. After a single period it is 2.2 nm, much more than the net shift of 0.37 nm. The drift becomes visible by accumulation, since the shift grows as $t$ and the spread as $\sqrt t$.

\textbf{Q.} How does the result depend on the field, at fixed temperature and hop length?

\textbf{A.} Equation (\ref{eta}) gives $\eta=0.2\%$ at $E=0.05$ MV/cm, 3.6\% at 0.2 MV/cm, 20\% at 0.5 MV/cm and 52\% at 1 MV/cm. At the lowest of these fields your linear argument is a good approximation to the motion within a period.

\section{Who pays, and what stops the drift}

\textbf{Q.} Something bothers me. The average force is zero, yet the ion advances against friction. Where does the energy come from?

\textbf{A.} From the voltage source. The mean power is $q\langle Fv\rangle$, not $q\langle F\rangle\langle v\rangle$. In each phase the mean motion follows the force, so both contributions are positive. The force is 0.1 eV/nm in the strong phase and 0.05 eV/nm in the weak one:
\begin{equation}
0.1\times1.88+0.05\times1.51=0.188+0.076=0.264\ \text{eV per period}.
\end{equation}

\textbf{Q.} Could a small constant field hold the ions back?

\textbf{A.} Yes. Add $-E_b$ to both phases and let $b=qaE_b/(2kT)$. The drift vanishes when
\begin{equation}
\langle\sinh(X-b)\rangle=\langle\sinh X\rangle\cosh b-\langle\cosh X\rangle\sinh b=0 .
\end{equation}
Divide by $\langle\cosh X\rangle\cosh b$ and insert the two averages, whose common factor $1/3$ cancels:
\begin{equation}
\tanh b=\frac{\langle\sinh X\rangle}{\langle\cosh X\rangle}
=\frac{\sinh2x-2\sinh x}{\cosh2x+2\cosh x}.
\label{stop}
\end{equation}
For the example the quotient is $0.362/4.586=0.079$, so $b=0.079$ and
\begin{equation}
E_b=\frac{2kT}{qa}\,b=0.0058\ \text{V/nm}=0.058\ \text{MV/cm}.
\end{equation}
This is about 6\% of the peak field. The drift is sizable but easily opposed.

\textbf{Q.} What if the electrodes let no ions in or out?

\textbf{A.} Then a lasting net current is impossible. If the ions move much less than the film thickness in each phase, as in the example, they pile up at the far side. Away from the electrodes, try $p_n(t)=R^n u(t)$ in (\ref{master}):
\begin{align}
\frac1u\frac{du}{dt}&=G_+\left(\frac1R-1\right)+G_-(R-1)\nonumber\\
&=\left(\frac1R-1\right)(G_+-RG_-).
\label{mode}
\end{align}
In a periodic state $\ln u$ returns to its value after each period, so the average of the right side is zero. Either $R=1$, a uniform density, which carries the net current (\ref{net}), or
\begin{equation}
R=\frac{\langle G_+\rangle}{\langle G_-\rangle}
=\frac{\langle\cosh X\rangle+\langle\sinh X\rangle}{\langle\cosh X\rangle-\langle\sinh X\rangle}
=\frac{1+\tanh b}{1-\tanh b}=e^{2b}.
\end{equation}
The second solution carries no net current. Its current from well $n$ to $n+1$ is $G_+p_n-G_-p_{n+1}=R^nu(G_+-RG_-)$, which by (\ref{mode}) is proportional to $du/dt$ and averages to zero. It is the interior profile that blocking electrodes permit; close to them the density is distorted. The density grows by a factor $e$ over $a/(2b)=6.3$ nm. More than half of the ions then lie within this distance of the far electrode. Next to a metal electrode the image field, sized below and left out here, is comparable with the stopping field or larger there and draws the ions much closer. The waveform has then displaced the ions, although their average current has ended.

\section{What a real dielectric changes}

\textbf{Q.} Your wells are all alike. A low-$k$ dielectric is amorphous.

\textbf{A.} Unequal barriers between equally deep wells can be treated. Close a row of $N$ wells into a ring and let $\Gamma_n$ be the zero-field rate between wells $n$ and $n+1$. The current across that barrier is $J_n=\Gamma_n(e^Xp_n-e^{-X}p_{n+1})$. Divide by $\Gamma_n$ and sum round the ring:
\begin{equation}
\sum_n\frac{J_n}{\Gamma_n}=e^X-e^{-X}=2\sinh X .
\end{equation}
In the periodic state no well gains ions over a period, so $\langle J_n\rangle$ has the same value $\bar J$ for every $n$. Since the velocity is $a\sum_nJ_n$,
\begin{equation}
\langle v\rangle=aN\bar J=2a\,\Gamma_h\langle\sinh X\rangle,\qquad
\frac1{\Gamma_h}=\frac1N\sum_n\frac1{\Gamma_n}.
\end{equation}
The harmonic mean $\Gamma_h$ replaces $G_0$, for any period. For barriers with a Gaussian distribution about 1.2 eV and a root-mean-square spread $\sigma$, the average of $1/\Gamma_n$ over a long row is $e^{\sigma^2/2(kT)^2}/G_0$, so $\Gamma_h=0.39\,G_0$ for $\sigma=0.05$ eV. Forty evenly spaced quantiles of that distribution give $0.41\,G_0$, and rows of 40 barriers drawn at random scatter mostly between 0.24 and $0.68\,G_0$. In such a row the drift is typically slower but keeps its direction. The proof is for a single row: in two or three dimensions ions can go round the high barriers, the harmonic mean does not apply, and the slowing is weaker. Unequal well depths combined with unequal barriers are not covered by this proof; in a short row of that kind, of some ten wells or fewer, the drift can even reverse.

\textbf{Q.} How close are your other values to a real film?

\textbf{A.} They are rough values for copper ions in an unprotected low-$k$ dielectric under accelerated stress. The peak field is a fifth of a rough breakdown field of 5 MV/cm. For $\eta$ the hop length is the doubtful value: 1 nm is long beside the few tenths of a nanometre between neighbouring atoms of the network. With $a=0.5$ nm and the same field and temperature, $\eta$ falls from 20\% to 5.6\%. If instead the ion felt the Lorentz local field, larger by $(\varepsilon_r+2)/3=1.67$ for a relative permittivity $\varepsilon_r=3$, $\eta$ would rise to 42\%. The fraction $\eta$ is therefore uncertain by several times. The net velocity is far less certain: with $G_0$ unchanged, the same two changes give about $7\times10^{-5}$ and $7\times10^{-3}$ nm/s. And $G_0$ is itself uncertain: 0.1 eV in $E_a$ changes it, and with it the net velocity and the 23 hours, by a factor $e^{0.1/0.03646}=15.5$. Real devices also break the assumption of a uniform field without space charge, and a copper diffusion barrier limits the supply of ions.

\textbf{Q.} You promised to size the displacement of wells and saddles.

\textbf{A.} Let $K$ be the curvature of the energy at a well, and $-K$ that at a saddle. The force $qF$ lowers the well by $(qF)^2/2K$ and raises the saddle by the same amount. The barrier grows by $(qF)^2/K$ for both directions, four times as much in the strong phase as in the weak one, which reduces the net drift. For overdamped motion in a cosine potential with the same barrier, numerical quadrature of the stationary solution gives $\eta=18.9\%$ instead of 19.6\%.

\textbf{Q.} And the space charge?

\textbf{A.} Compare it with the stopping field of 0.058 MV/cm. A sheet of ions with areal density $\varepsilon_r\varepsilon_0E_b/q=1\times10^{11}$ cm$^{-2}$ changes the field by that much from one side of the sheet to the other. An offset of 0.58 V across 100 nm, for instance from unlike electrodes, also produces it. Near a metal electrode at distance $z$, the image charge lies $2z$ away and gives the field $q/(16\pi\varepsilon_r\varepsilon_0z^2)$, which equals the stopping field at $z=4.6$ nm. Depending on their sign, these fields can stop the drift or add to it.

\textbf{Q.} Would unequal heating in the two phases matter?

\textbf{A.} The drift is a difference of two larger distances, so it is sensitive. If the strong phase alone were 1 K warmer, the net velocity would rise from $1.23\times10^{-3}$ to $1.71\times10^{-3}$ nm/s, by 39\%. Leakage is unlikely to cause that here. An assumed $10^{-6}$ A/cm$^2$ at 10 V, through a thermal resistance of 1 K\,cm$^2$/W, heats the film by $10^{-5}$ K.

\textbf{Q.} Then how should I choose a waveform that leaves the ions where they were?

\textbf{A.} Use equal times at $+F$ and $-F$, provided that the temperature is the same in both phases, built-in fields are negligible, and the film and its electrodes are symmetric. An amorphous film meets the last condition at best on average over many ion paths, so some displacement may remain. If the return must run at half the field, balance the displacement instead of the field: $t_-\sinh x=t_+\sinh2x$, or $t_-=2t_+\cosh x$. After 100 s at 1 MV/cm, the return at 0.5 MV/cm takes 249 s in this model, not 200 s.

\textbf{Q.} So what I should have averaged was the velocity, and the field only where the two are proportional.

\textbf{A.} Yes. And even a zero average velocity concerns the mean position; the ions still spread.
